# Thomas-Fermi screening in an electrode beside a low-k dielectric

## Problem

A thick metal electrode fills $x<0$ and a dielectric of relative permittivity $k=2.5$ fills $x>0$. The field in the dielectric has magnitude $F=1$ MV/cm. The metal screens with a Thomas-Fermi length $\lambda=0.05$ nm, and its background, meaning everything except the conduction electrons, has relative permittivity $\varepsilon_b=1$.

(a) Find the potential inside the metal and the drop between its bulk and its surface.

(b) Find the screening charge, its mean depth, and the dielectric thickness that would produce the same drop.

(c) Decide which assumptions of the model hold for these numbers.

**Conventions.** The electrode is the cathode. The potential $\phi$ is zero deep in the metal and rises into the dielectric, where $d\phi/dx=F>0$. The electric field vector therefore points towards $-x$ and pulls electrons out of the metal. The elementary charge is $e>0$. The interface is sharp and carries no charge of its own. Since $k$ denotes a permittivity, electron wavevectors are written $p$, with Fermi value $p_F$.

## Hints

1. In equilibrium the electrochemical potential is the same everywhere in the metal. What does a small positive $\phi$ then do to the local electron density?
2. Put that density into Poisson's equation and discard the solution that grows into the bulk.
3. The field is not continuous at the interface. Which quantity is?
4. For (c), compare the drop with the Fermi energy, and $\lambda$ with the Fermi wavelength.

## Full solution

### (a) The potential

An electron at the local Fermi level has kinetic energy $E(x)$ and potential energy $-e\phi(x)$. Their sum is constant and equals the bulk value $E_F$, so $E(x)=E_F+e\phi(x)$. Let $n(E)$ be the density of an electron gas with Fermi energy $E$, and $g=dn/dE$ at $E_F$. For $e|\phi|\ll E_F$,

$$\delta n=n(E_F+e\phi)-n(E_F)\approx g\,e\phi .$$

Electrons gather where $\phi$ is positive. The charge density is $\rho=-e\,\delta n=-e^2g\phi$, and Poisson's equation $\varepsilon_0\varepsilon_b\phi''=-\rho$ becomes

$$\phi''=\frac{\phi}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon_0\varepsilon_b}{e^2g}.$$

The general solution is $Ae^{x/\lambda}+Be^{-x/\lambda}$. The second term diverges as $x\to-\infty$, so $B=0$ and

$$\phi(x)=\phi_0e^{x/\lambda},\qquad x<0 .$$

Without interface charge, the normal displacement is continuous. It is $-\varepsilon_0\varepsilon_b\phi'$ in the metal and $-\varepsilon_0kF$ in the dielectric. Since $\phi'(0^-)=\phi_0/\lambda$,

$$\varepsilon_b\frac{\phi_0}{\lambda}=kF\quad\Longrightarrow\quad \phi_0=\frac{kF\lambda}{\varepsilon_b}.$$

The field is $10^6\ \mathrm{V}/10^{-2}\ \mathrm{m}=10^8$ V/m $=0.1$ V/nm. Hence

$$\phi_0=2.5\times0.1\ \mathrm{V/nm}\times0.05\ \mathrm{nm}=0.0125\ \mathrm{V}=12.5\ \mathrm{mV}.$$

The field just inside the metal is $kF/\varepsilon_b=2.5$ MV/cm, larger than in the dielectric, because the background polarizes less. Using $F$ there instead would give 5 mV. In the limit $\lambda\to0$ the drop vanishes and the metal is a perfect conductor. At an anode the sign of $\phi_0$ reverses.

### (b) The charge and the equivalent thickness

The charge per area is

$$\sigma=\int_{-\infty}^0\rho\,dx=-\frac{\varepsilon_0\varepsilon_b}{\lambda^2}\int_{-\infty}^0\phi_0e^{x/\lambda}dx=-\frac{\varepsilon_0\varepsilon_b\phi_0}{\lambda}=-\varepsilon_0kF .$$

Its magnitude is 0.221 µC/cm², or 0.0138 electrons per nm². It does not depend on $\lambda$; the screening length decides where the charge sits. The mean depth is

$$\frac{\int_{-\infty}^0(-x)e^{x/\lambda}dx}{\int_{-\infty}^0e^{x/\lambda}dx}=\frac{\lambda^2}{\lambda}=\lambda .$$

For a film of thickness $t$ whose other electrode is ideal, the total voltage is

$$V=Ft+\phi_0=F(t+d),\qquad d=\frac{k\lambda}{\varepsilon_b}=0.125\ \mathrm{nm}.$$

The electrode acts as an extra layer $d$ of the same dielectric in series. A second identical electrode adds another $d$. Within this model, the field in the film at fixed voltage is thus slightly below $V/t$. This sign relies on the screening charge lying inside the surface from which $t$ is measured; part (c) shows that this need not hold.

As a test, Poisson's equation was solved numerically for 1 nm of metal and 2 nm of dielectric on a 0.001 nm grid, with $g$ taken from a numerical derivative of the free-electron density. Scaled to $F=0.1$ V/nm, the drop is 12.499 mV and the mean depth 0.0500 nm.

### (c) Which assumptions hold

**The metal implied by $\lambda$.** For free electrons $n=p_F^3/(3\pi^2)$ and $E_F=\hbar^2p_F^2/(2m)$. Therefore

$$g=\frac{dn/dp_F}{dE_F/dp_F}=\frac{p_F^2/\pi^2}{\hbar^2p_F/m}=\frac{mp_F}{\pi^2\hbar^2}.$$

With the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$,

$$\lambda^2=\frac{\varepsilon_0\varepsilon_b\pi^2\hbar^2}{e^2mp_F}=\frac{\pi\varepsilon_ba_0}{4p_F}.$$

The given length requires $p_F=16.6$ nm$^{-1}$, $E_F=10.5$ eV and 155 electrons per nm³, somewhat below the conduction-electron density of aluminium.

**Exchange and correlation are neglected, and they are not small.** The inversion above treats the electrons as independent apart from the average electrostatic field. Including an exchange-correlation potential $\mu_{xc}(n)$ replaces $1/g$ by $1/g+d\mu_{xc}/dn$, and the added term is negative. In the local-density approximation the local screening length at this density falls from 0.050 to 0.039 nm, about 22%. With $\varepsilon_b=1$ it does not exceed 0.040 nm for any density with Wigner-Seitz radius between $1a_0$ and $5a_0$. The values of $p_F$ and $E_F$ used below therefore belong to the non-interacting model, not to a real metal with $\lambda=0.05$ nm.

**Linearity holds.** The ratio $u_0=e\phi_0/E_F$ is $1.19\times10^{-3}$. To find the leading correction, use $n\propto E^{3/2}$, so that $g=3n_0/(2E_F)$, where $n_0$ is the bulk density. With $u=e\phi/E_F$,

$$\phi''=\frac{en_0}{\varepsilon_0\varepsilon_b}\left[(1+u)^{3/2}-1\right]\approx\frac{1}{\lambda^2}\left(\phi+\frac{e\phi^2}{4E_F}\right).$$

Multiply by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$:

$$\frac{\phi'^2}{2}=\frac{1}{\lambda^2}\left(\frac{\phi^2}{2}+\frac{e\phi^3}{12E_F}\right)\;\Longrightarrow\;\phi'=\frac{\phi}{\lambda}\sqrt{1+\frac u6}\approx\frac{\phi}{\lambda}\left(1+\frac{u}{12}\right).$$

The surface value of $\phi'$ is fixed at $kF/\varepsilon_b$, so the drop changes by the relative amount $-u_0/12$. That is $-1.2$ µV at the cathode. At an anode $u$ is negative and the magnitude grows by 1.2 µV. Thermal smearing at 300 K and fixed density, evaluated numerically, lengthens $\lambda$ by about 2.5 parts per million.

**Locality does not hold.** Thomas-Fermi theory assumes that $\phi$ varies slowly over an electron wavelength. Here the Fermi wavelength is $2\pi/p_F=0.38$ nm, more than seven times $\lambda$. Variation 2 estimates one consequence.

**The position of the surface is uncertain on the scale of $\lambda$.** Suppose a hard wall confines the electrons. Standing waves vanish at the wall, and at distance $z$ from it each state's density carries the factor $1-\cos(2p_xz)$. The density missing near the wall is the cosine part. At given $p_x$ the occupied disc has area $\pi(p_F^2-p_x^2)$, and there are two spins, so the number of missing electrons per area is

$$\int_0^\infty dz\int_{-p_F}^{p_F}dp_x\frac{2\pi(p_F^2-p_x^2)}{(2\pi)^3}\cos(2p_xz)=\frac{2\pi p_F^2}{8\pi^3}\cdot\frac{\pi}{2}=\frac{p_F^2}{8\pi},$$

because $\int_0^\infty\cos(2p_xz)\,dz=(\pi/2)\,\delta(p_x)$. Neutrality without a field then requires the positive background to end inside the wall at the depth

$$\frac{p_F^2/(8\pi)}{p_F^3/(3\pi^2)}=\frac{3\pi}{8p_F}=0.071\ \mathrm{nm}.$$

At the surface field of 0.25 V/nm this distance corresponds to 17.7 mV, more than the drop itself. The value 12.5 mV is therefore the answer of the stated model only. At a real interface, both the size and the sign of the drop referred to the background edge depend on the electron density at the surface, which the model does not describe. A softer wall lets electrons spill outwards. For a self-consistent jellium surface of this density facing vacuum, in the local-density approximation, the induced charge sits about 0.06 to 0.08 nm outside the background edge; the value moves over that range for slabs 1.6 to 2.5 nm thick. Referred to that edge, the drop then has the opposite sign. A surface in contact with a dielectric is not computed here.

**Comparison with interconnects.** A permittivity near 2.5 is typical of porous organosilicate films. The drop scales with the field: 1 V across 20 nm gives 0.5 MV/cm, and half the drop. The electrode facing the film may be a thin transition-metal liner on copper, which the free-electron model describes poorly. Within the model the drop is proportional to $\lambda/\varepsilon_b$, so at 1 MV/cm a liner with twice this ratio would give 25 mV, provided it is several of its own screening lengths thick. A uniform damaged layer of different permittivity at the interface changes the local field. If it holds no charge and the field in the film beyond it is still $F$, the displacement and hence $\phi_0$ stay the same; trapped charge breaks this. Pores of finite width make the displacement, and with it the drop, vary along the surface even without charge.

## Variation 1: does the drop increase Schottky emission?

*An electron leaving the cathode starts from the bulk Fermi level. Should $e\phi_0$ be added to the usual image-force lowering of the barrier?*

Assume a rigid band offset at the interface and the same $k$ for the applied field and the image response. The screening that causes $\phi_0$ also weakens the image force, so both must be treated together.

Let the electron be at distance $z$ from the metal. For in-plane wavevector $Q$, its own potential between metal and electron varies as $e^{Qx}$, and the metal adds $-re^{-Qx}$. Inside the metal $\phi''-Q^2\phi=\phi/\lambda^2$, so the potential is $Te^{sx}$ with $s=\sqrt{Q^2+1/\lambda^2}$. Continuity of potential and displacement gives

$$1-r=T,\qquad kQ(1+r)=\varepsilon_bsT\;\Longrightarrow\; r=\frac{\varepsilon_bs-kQ}{\varepsilon_bs+kQ}.$$

The electron's own component has amplitude $-e/(2\varepsilon_0kQ)$ at its position. The reflected part there is $+re^{-2Qz}e/(2\varepsilon_0kQ)$. Integrating with $Q\,dQ/(2\pi)$ and multiplying by $-e/2$, where the half accounts for the charge being induced by the electron itself, gives

$$W(z)=-\frac{e^2}{8\pi\varepsilon_0k}\int_0^\infty r(Q)\,e^{-2Qz}dQ .$$

For $Q\lambda\ll1$, $s\approx1/\lambda$ and $r\approx(1-Qd)/(1+Qd)$, with the same $d=k\lambda/\varepsilon_b$ as before. This agrees with $e^{-2Qd}$ through second order in $Q$, since both equal $1-2Qd+2Q^2d^2$. The integral is then $1/[2(z+d)]$: the image plane lies at depth $d$. Since $e\phi_0=eFd$, the energy relative to the zero-field barrier is

$$U(z)=-eFd-eFz-\frac{e^2}{16\pi\varepsilon_0k(z+d)}=-eF(z+d)-\frac{e^2}{16\pi\varepsilon_0k(z+d)} .$$

Only $z+d$ appears. Setting the derivative to zero gives $(z+d)^2=e/(16\pi\varepsilon_0kF)$. The two terms are then equal, and the lowering is

$$-U_{\max}=2\sqrt{eF\,\frac{e^2}{16\pi\varepsilon_0k}}=\sqrt{\frac{e^3F}{4\pi\varepsilon_0k}},$$

the perfect-conductor result. Screening moves the barrier top towards the metal by $d$ but leaves its height unchanged to this order.

The full integral, without the expansion of $r$, gives a lowering of 239.94 meV, against 240.00 meV for a perfect conductor. The top moves from 1.200 to 1.074 nm, close to the predicted shift of 0.125 nm. Adding the drop separately would give 252.5 meV. With $k_BT=25.85$ meV, that sum would raise emission by $e^{12.5/25.85}=1.62$ at fixed temperature and prefactor; the consistent factor is 0.998.

If the image responds with a smaller permittivity $k_\infty$, its plane lies at $k_\infty\lambda/\varepsilon_b$, and the cancellation leaves an extra lowering $eF\lambda(k-k_\infty)/\varepsilon_b$ to first order in $\lambda$.

## Variation 2: nonlocal screening

*Replace the local density response by that of a free-electron gas whose electrons reflect specularly at the surface. How does the drop change?*

Specular reflection allows the half-space to be replaced by a full metal with the even potential $\phi(-x)=\phi(x)$. This neglects interference between incident and reflected waves. The slope jumps from $kF/\varepsilon_b$ to $-kF/\varepsilon_b$ at $x=0$, so Poisson's equation gains a source:

$$\phi''=\frac{e\,\delta n}{\varepsilon_0\varepsilon_b}-\frac{2kF}{\varepsilon_b}\delta(x).$$

First-order perturbation theory for the potential energy $-e\phi_q$, with $\mathcal E_p=\hbar^2p^2/(2m)$ and two spins, gives

$$\delta n_q=e\phi_q\,4\int_{p<p_F}\frac{d^3p}{(2\pi)^3}\frac{1}{\mathcal E_{\mathbf p+\mathbf q}-\mathcal E_{\mathbf p}},$$

as a principal value. The factor 4 is two for spin and two for the equal contributions of the terms with $\mathbf p$ and $\mathbf p+\mathbf q$ occupied. The energy difference is $\hbar^2(q^2+2pq\cos\theta)/(2m)$. Integrating over angles and setting $p=p_Fv$, $q=2p_Fy$,

$$\delta n_q=g\,e\phi_q\,L(y),\qquad L(y)=\frac1{2y}\int_0^1v\ln\left|\frac{v+y}{v-y}\right|dv .$$

Integration by parts with $(v^2-y^2)/2$ as the antiderivative of $v$ leaves $\int_0^1y\,dv=y$ plus the boundary term, so

$$L(y)=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right| .$$

The Fourier transform of Poisson's equation is $-q^2\phi_q=L\phi_q/\lambda^2-2kF/\varepsilon_b$. Solving for $\phi_q$ and transforming back to $x=0$,

$$\phi_0=\frac{kF}{\varepsilon_b}\,\lambda_{\rm eff},\qquad\lambda_{\rm eff}=\frac2\pi\int_0^\infty\frac{dq}{q^2+L(q/2p_F)/\lambda^2}.$$

For $L=1$ the integral is $\pi\lambda/2$ and $\lambda_{\rm eff}=\lambda$, as it must be. Since $L$ falls below 1 at short wavelengths, screening weakens and the length grows. Numerically $\lambda_{\rm eff}=0.0527$ nm and the drop is 13.2 mV, about 5% above the local value.

The 5% is the effect of nonlocality within the specular model, not the full correction for a hard wall. It also omits exchange and correlation; with a local-density kernel the same integral gives 0.043 nm. The model leaves out the interference that depletes the electron density next to such a wall, and the 0.071 nm displacement found in (c) shows that this depletion matters on the scale of $\lambda$. Electrons cannot gather where their wavefunctions vanish, so interference pushes the screening charge deeper than 0.053 nm: the linear response of free electrons behind a hard wall, with interference kept and a flat zero-field potential, places it 0.103 nm below the wall, which is 0.032 nm inside the background edge. The two lengths must therefore not be subtracted to place the charge relative to the background edge: one includes interference and the other does not. For a real interface, finding that position, and the drop referred to the edge, requires a self-consistent calculation that treats the surface density and its response together. The numerical output lists the values used here, apart from the exchange-correlation, jellium and hard-wall-response estimates.

## Values computed for the example and the checks

```
Dielectric permittivity k: 2.5
Field in dielectric: 1.00 MV/cm
Screening length: 0.050 nm
Background permittivity of metal: 1.0
Temperature: 300 K
Field just inside metal: 2.50 MV/cm
Internal drop, formula: 12.500 mV
Internal drop, finite volumes: 12.499 mV
Drop if k were omitted: 5.00 mV
Sheet charge magnitude: 0.2214 uC/cm2
Sheet electron number: 0.01382 per nm2
Mean charge depth, finite volumes: 0.05000 nm
Equivalent extra dielectric thickness: 0.1250 nm
Fermi wavevector: 16.625 1/nm
Fermi wavelength: 0.378 nm
Fermi energy: 10.530 eV
Electron density: 155.2 per nm3
Drop over Fermi energy: 1.187e-03
Thermal energy: 25.85 meV
Barrier lowering, perfect conductor: 239.997 meV
Barrier lowering, screened metal: 239.944 meV
Naive sum of lowering and drop: 252.497 meV
Barrier top position, perfect conductor: 1.200 nm
Barrier top position, screened metal: 1.074 nm
Naive emission factor from drop: 1.622
Emission factor with screened image: 0.9980
Nonlinear change of drop, cathode: -1.236 uV
Nonlinear change of drop, anode: 1.237 uV
Thermal relative change of length: 2.48e-06
Nonlocal effective length: 0.0527 nm
Nonlocal drop: 13.19 mV
Hard-wall background edge displacement: 0.0709 nm
Potential across that displacement: 17.72 mV
```
